# Why diffraction oscillations fade when growth passes to step flow

**Question.** During layer-by-layer growth the electron-diffraction signal of a crystal surface oscillates, with one period per deposited layer. On a surface with closely spaced steps the oscillation can disappear although atoms arrive at the same rate. Why does it disappear, and at what terrace width?

**Answer.**

## The mechanism

A vicinal surface is a staircase of terraces of width $L$. An atom that lands on a terrace wanders as an adatom until it meets either a step or another adatom. These two fates leave different marks on the surface.

If it meets a step, the step moves forward. As long as the steps stay straight and evenly spaced, the staircase looks the same at every stage of a layer, apart from a shift, so the signal has nothing to follow. If adatoms meet each other first, they form an island, which brings new step edge. Islands grow, merge and fill the layer, and their edges disappear again. This cycle repeats with every layer, and the diffraction signal follows it.

The question is therefore which encounter comes first. It depends on the terrace width and also on how fast adatoms move compared with how fast they arrive.

The model is as follows. Lengths are in lattice spacings. Atoms arrive at flux $F$ per site, and an adatom hops at rate $D$ in each of four directions. It sticks irreversibly at a step, reached from above or below without an extra barrier, or on contact with another adatom. There is no desorption and no diffusion along step edges. Time $t$ is counted in deposited monolayers (ML).

## What the signal sees

Two simple signals are used. The first is the step density $S$, the sum of $|\Delta h|$ over all nearest-neighbour bonds divided by the number of sites, where $h$ is the height in layers. Mobile adatoms are not counted in $h$. The second is the single-scattering intensity when successive layers scatter out of phase,

$$I=\left|\left\langle e^{i\pi(x/L+h)}\right\rangle\right|^2 ,$$

where the brackets average over sites. The term $x/L$ selects a beam that follows the mean tilt. Without it, neighbouring terraces of a regular staircase would cancel. Real electron diffraction also contains multiple scattering, which is left out.

**Steps that advance.** For a regular staircase write $x=mL+j$ with $0\le j<L$, so that $h=-m$. The phase is $\pi(m+j/L-m)=\pi j/L$, the same on every terrace. The geometric sum gives

$$A_0=\frac1L\sum_{j=0}^{L-1}e^{i\pi j/L}=\frac1L\,\frac{1-e^{i\pi}}{1-e^{i\pi/L}}=\frac{2}{L\,(1-e^{i\pi/L})}.$$

Since $|1-e^{i\alpha}|=2\sin(\alpha/2)$ for $0\le\alpha\le2\pi$,

$$I_0=|A_0|^2=\frac{1}{L^2\sin^2(\pi/2L)} .$$

If all steps advance by $k$ sites, the new height is $h(x-k)$. Substituting $x'=x-k$ multiplies the amplitude by $e^{i\pi k/L}$, which has modulus one. The intensity stays at $I_0$, and $S$ stays at $1/L$. For $L=8$ these values are $I_0=0.4105$ and $S=0.125$, however much material has been added.

**Terraces that fill.** Now let each site be raised by one layer with probability $\theta$, independently of its position. A raised site changes the sign of its contribution, so the mean amplitude is

$$A=A_0\left[(1-\theta)+\theta(-1)\right]=A_0(1-2\theta),\qquad I=I_0(1-2\theta)^2 ,$$

on a surface large enough for fluctuations to average out. The intensity vanishes at half a layer and returns at a full one. At $\theta=0.25$ the formula gives $0.4105/4=0.1026$, and an explicit random height map gives 0.1029.

The same amount of material thus gives a constant signal in one case and a full oscillation in the other. What matters is where the atoms go.

**A second way to lose the oscillation.** Suppose that adatoms do not move at all. The number of atoms on a site then follows a Poisson distribution of mean $t$, and

$$\frac{A}{A_0}=\sum_{k=0}^{\infty}e^{-t}\frac{t^k}{k!}(-1)^k=e^{-2t},\qquad I=I_0e^{-4t}.$$

This decays without oscillating, because many layers are open at once. A missing oscillation is therefore not by itself proof of step flow.

## How many adatoms are waiting

Take straight steps. Let $n_j$ be the mean number of adatoms per site in column $j$ of a terrace, with absorption at $j=0$ and $j=L$. Hops along the step cancel because the mean density does not vary in that direction. The stationary balance is

$$D\,(n_{j+1}+n_{j-1}-2n_j)+F=0,\qquad n_0=n_L=0 .$$

The second difference of $j(L-j)$ is $-2$, and this function vanishes at both ends. Hence

$$n_j=\frac{F}{2D}\,j(L-j).$$

To average over the $L$ columns, use

$$\sum_{j=1}^{L-1}j(L-j)=\frac{L^2(L-1)}{2}-\frac{(L-1)L(2L-1)}{6}=\frac{L(L^2-1)}{6},$$

which gives

$$\bar n=\frac{F(L^2-1)}{12D}.$$

Hops occur at rate $4D\bar n$ per site and atoms arrive at rate $F$ per site. Each atom therefore makes $4D\bar n/F=(L^2-1)/3$ hops on average. For $L=8$ this is 21.

The stationary profile requires steps that hardly move during an adatom's life. The lifetime is about $\bar n/F\approx L^2/12D$, and a step needs a time $1/(FL)$ to advance one site. Their ratio is $FL^3/12D$, which is 0.004 for $L=8$ and $D/F=10^4$.

## How often two adatoms meet

Let a new atom land in column $x_2$ while an older adatom is in column $x_1$, with separation $\Delta y$ along the step. Let $u(x_1,x_2,\Delta y)$ be the probability that they become neighbours before either reaches a step. There are eight equally likely next hops, four for each adatom. A change of $\Delta y$ by $+1$ can come from either adatom, and so can a change by $-1$, so

$$8u=u(x_1{+}1)+u(x_1{-}1)+u(x_2{+}1)+u(x_2{-}1)+2u(\Delta y{+}1)+2u(\Delta y{-}1),$$

where each term shows the one argument that changes. The boundary values are $u=1$ at contact and $u=0$ when either adatom is at a step.

New atoms land at rate $F$ on each site. Multiplying by the density of older adatoms and by $u$, summing over positions, and dividing by $L$ gives the nucleation rate per site. Division by $F$ turns this into nuclei per site per monolayer:

$$\nu=\frac1L\sum_{x_1,x_2,\Delta y}n_{x_1}\,u(x_1,x_2,\Delta y).$$

Landing directly on top of an adatom is excluded. The result is of leading order in $F/D$, since it ignores third adatoms and the loss of adatoms to earlier nuclei.

A simulation with straight, fixed steps and nuclei removed as they form tests this for $L=8$ and $D/F=10^4$. It gives 20.3 hops per atom against 21, and $\nu=0.0126$ against the predicted 0.0133. Both simulated values are low, which is the direction expected when nucleation removes adatoms early.

## The criterion

An island matters if it appears before the steps have swept over its terrace, which takes one monolayer. The natural count is the number of nuclei per $L\times L$ patch per monolayer,

$$\Lambda=L^2\nu .$$

If $\Lambda\ll1$, nearly all such patches are renewed without an island. If $\Lambda\gg1$, islands are plentiful in every layer. In that regime the dilute formula no longer counts them correctly, because islands compete for adatoms.

The scaling follows from the factors. The density contributes $FL^2/D$. The sum over positions, divided by $L$, contributes $L^2$, and the patch area another $L^2$. Therefore

$$\Lambda\sim\frac{F}{D}L^6\,\bar u ,$$

where $\bar u$ is a typical meeting probability. It falls slowly as $L$ grows, because two walkers in a plane find it harder to meet within a larger region. Solving the pair equation for $D/F=10^4$ gives $\Lambda=0.019$, 0.853, 2.92 and 39.7 for $L=4$, 8, 10 and 16. Between 8 and 16 the effective exponent is

$$\frac{\ln(39.67/0.853)}{\ln 2}=5.54 .$$

The crossover width $L_c$ is defined by $\Lambda=1$. Logarithmic interpolation between $L=8$ and $L=10$ gives

$$\ln L_c=\ln 8+\frac{\ln(1/0.853)}{\ln(2.92/0.853)}\,\ln\frac{10}{8},\qquad L_c\approx8.2 .$$

With the effective exponent, $L_c$ grows roughly as $(D/F)^{1/5.5}$. Faster diffusion or a lower flux widens the range of step flow, but slowly.

## Varying the terrace width

A growth simulation with moving steps uses none of these formulas. It starts from straight steps on $96\times64$ sites, with $D/F=10^4$ held fixed while $L$ is varied. The oscillation amplitude is the Fourier component of $S$ at a period of 1 ML, taken from 1 to 4 ML after a linear drift is removed. The table also gives $\Lambda_{\rm g}$, the simulated nuclei per site per monolayer multiplied by $L^2$.

| $L$ | $\Lambda_{\rm g}$ | amplitude of $S$ | amplitude / mean $S$ |
|---:|---:|---:|---:|
| 4 | 0.008 | 0.0014 | 0.1% |
| 8 | 0.10 | 0.009 | 1.7% |
| 12 | 0.64 | 0.007 | 1.6% |
| 16 | 1.8 | 0.025 | 5% |
| 32 | 8.8 | 0.073 | 17% |
| 96 | 95 | 0.107 | 25% |

In these runs the amplitude is more than ten times smaller on the three narrowest terraces than on the widest. The change is gradual. The tabulated amplitude stays below 2% of the mean step density up to $L=12$ and reaches 5% at $L=16$; between these two widths $\Lambda_{\rm g}$ passes through one. Each row is a single run, and small amplitudes can change severalfold from one run to another, so the differences among $L=4$, 8 and 12 should not be interpreted. Amplitudes of about 0.01, or up to roughly 2% of the mean, appear at these widths for other random sequences, and at $L=4$ and 8 even when atoms are deposited one at a time so that no nucleus can form. Values of that size are background, and the 0.0014 at $L=4$ is a low draw.

For $L=96$ the step density is 0.58, 0.23, 0.55, 0.28, 0.52 and 0.37 at $t=0.5$, 1, 1.5, 2, 2.5 and 3 ML. It is high at half layers and low at full ones. The contrast shrinks as layers are left incomplete when the next ones start. The intensity shows the same cycle in reverse, with 0.28, 0.26 and 0.17 at the first three full layers and less than 0.01 at the half layers between them.

**Why the crossover lies above 8.2.** The estimate assumed straight steps, but the simulated steps become rough. At $L=8$ an atom makes 6.0 hops in the growth run, against 20.3 with fixed steps, so it is captured much sooner. The adatom density is proportional to the number of hops. The area searched by an adatom grows somewhat more slowly, because a walker returns to sites it has already visited. Nucleation should then fall by somewhat less than $(20.3/6.0)^2\approx11$. The simulated fall, from 0.0126 to 0.0016 nuclei per site per monolayer, is a factor of 8. In this model $L_c$ from straight steps is thus an underestimate, while the criterion of one nucleus per patch still marks the onset.

**In what sense the step density is steady.** For $L=4$, $S$ does not stay at its initial 0.25. It reaches 0.79 at 1 ML, 0.88 at 2 ML and 0.97 at 3 ML. Nucleation is too rare to explain this rise; the existing edges become ragged, since attached atoms cannot move along them. The drift slows but has not clearly ended by 3.5 ML. What disappears is the part that repeats with each layer.

The same roughening departs from rigid step motion, and the intensity for $L=4$ drops from 0.43 to 0.05 within one monolayer. Its later Fourier component at a period of 1 ML is only 0.003, which in a single run need not be an oscillation at all. This is weaker evidence than the step density, because little signal is left to oscillate.

**Is it the width or the competition?** Keep $L=16$ and raise $D/F$ from $10^4$ to $10^6$. The pair theory then gives $\Lambda=0.40$ instead of 39.7. In the growth simulation the nuclei fall from 0.0068 to 0.00008 per site per monolayer, and the amplitude of $S$ falls from 0.025 to 0.008. The oscillation weakens at unchanged terrace width, about threefold in these two runs, with a factor that varies from run to run, so the competition between steps and nucleation is what counts. The remaining 0.008 is similar to the values at $L=8$ and 12. An amplitude of the same size appears at $L=16$ when atoms are deposited one at a time and no nucleus can form, so it does not require islands.

## Real surfaces

In molecular-beam epitaxy the crossover can be reached by heating a surface of fixed miscut, which raises $D$ and hence $L_c$. A miscut of one or two degrees typically gives terraces of roughly 4 to 18 nanometres, or 10 to 50 lattice spacings, depending on the miscut and the height of a step. The value $D/F=10^4$ used here is low for many growth conditions, so the widths found above should not be transferred directly.

Several assumptions also fail in real growth. Without edge diffusion the model never reaches the straight-step flow with $S=1/L$ and $I=I_0$: even with no nucleation its ragged steps carry several times that step density and a much reduced intensity, so the simulated signal levels do not describe real step flow. Diffusion along edges straightens steps, which should bring the crossover closer to the straight-step estimate. If small islands can break up again, fewer of them survive to grow, which raises $L_c$. A barrier at descending steps acts the other way. If it is complete, the terrace behaves for a single adatom like half of one of width $2L$, and for wide terraces the mean density becomes $F(2L)^2/12D=FL^2/3D$, four times larger. At $L=8$ the factor is only 3.3, but the meeting probability rises too. The pair equation with a reflecting edge gives a $\Lambda$ about six times larger at $L=8$, and the straight-step $L_c$ for $D/F=10^4$ falls from 8.2 to about 6.0, a factor of about 1.4.

The full set of computed values is in the numerical output below.

## Computed values

```
Ideal step train, L = 8 sites: I = 0.4105, S = 0.1250 per site
Random terrace filling 0.25 ML: I = 0.1029
Random terrace filling 0.50 ML: I = 0.0000
Random terrace filling 0.75 ML: I = 0.1033
Random terrace filling 1.00 ML: I = 0.4105
D/F = 10000; lattice 96 x 64 sites
Fixed steps, L = 8: hops per atom 20.26 simulated, 21.00 theory
Fixed steps, L = 8: nuclei per site per ML 0.01257 simulated, 0.01333 theory
Pair theory, L = 4 sites: patch nuclei per ML = 0.0187
Pair theory, L = 6 sites: patch nuclei per ML = 0.1757
Pair theory, L = 8 sites: patch nuclei per ML = 0.8529
Pair theory, L = 10 sites: patch nuclei per ML = 2.9175
Pair theory, L = 12 sites: patch nuclei per ML = 8.0031
Pair theory, L = 16 sites: patch nuclei per ML = 39.6748
Crossover width L_c = 8.23 sites
Growth exponent of patch nuclei, L = 8 to 16: 5.54
Growth: amplitudes at 1 ML period, window 1 to 4 ML
L = 4 sites: S amplitude 0.00135, mean S 0.9067 per site, I amplitude 0.00262, nuclei 0.00053 per site per ML, hops per atom 2.2
L = 8 sites: S amplitude 0.00909, mean S 0.5342 per site, I amplitude 0.00596, nuclei 0.00159 per site per ML, hops per atom 6.0
L = 12 sites: S amplitude 0.00742, mean S 0.4629 per site, I amplitude 0.00318, nuclei 0.00444 per site per ML, hops per atom 9.1
L = 16 sites: S amplitude 0.02499, mean S 0.4665 per site, I amplitude 0.02625, nuclei 0.00684 per site per ML, hops per atom 9.6
L = 32 sites: S amplitude 0.07276, mean S 0.4395 per site, I amplitude 0.08607, nuclei 0.00859 per site per ML, hops per atom 11.2
L = 96 sites: S amplitude 0.10661, mean S 0.4233 per site, I amplitude 0.10574, nuclei 0.01034 per site per ML, hops per atom 12.6
t = 0.0 ML: S(L=4) = 0.2500, S(L=96) = 0.0104 per site; I(L=4) = 0.4268, I(L=96) = 0.4053
t = 0.5 ML: S(L=4) = 0.6576, S(L=96) = 0.5814 per site; I(L=4) = 0.0951, I(L=96) = 0.0003
t = 1.0 ML: S(L=4) = 0.7943, S(L=96) = 0.2298 per site; I(L=4) = 0.0521, I(L=96) = 0.2771
t = 1.5 ML: S(L=4) = 0.8639, S(L=96) = 0.5521 per site; I(L=4) = 0.0448, I(L=96) = 0.0013
t = 2.0 ML: S(L=4) = 0.8841, S(L=96) = 0.2764 per site; I(L=4) = 0.0371, I(L=96) = 0.2556
t = 2.5 ML: S(L=4) = 0.9209, S(L=96) = 0.5173 per site; I(L=4) = 0.0258, I(L=96) = 0.0051
t = 3.0 ML: S(L=4) = 0.9658, S(L=96) = 0.3727 per site; I(L=4) = 0.0315, I(L=96) = 0.1735
t = 3.5 ML: S(L=4) = 0.9502, S(L=96) = 0.4795 per site; I(L=4) = 0.0263, I(L=96) = 0.0056
Control L = 16 sites, D/F = 1000000: S amplitude 0.00804 per site, nuclei 0.00008 per site per ML
Control patch nuclei per ML (pair theory) = 0.3967
```
